# Coupled-cluster doubles for the electron gas in plane waves, part 2

$N$ electrons in a periodic cell of volume $\Omega=N\,\tfrac{4\pi}{3}r_s^3$ with a neutralising background are treated by coupled-cluster theory in Hartree atomic units. The basis has $M$ plane waves, each with both spins. Spin-orbital $p$ has operators $c_p^\dagger,c_p$ and label $\lambda_p=(\mathbf k_p,s_p)$, $s_p=\pm1$. The reference $|\Phi\rangle$ is one determinant; $i,j,l,m,n$ run over the $o=N$ occupied, $a,b,d,e,f$ over the $v=2M-N$ virtual spin-orbitals, $p,q,r,s$ over all.

With $\tilde v(\mathbf G)=4\pi/(\Omega G^2)$ for $\mathbf G\neq0$, $\tilde v(0)=v_0$ (a convention, normally $0$) and $w(p,r)=\delta_{s_ps_r}\,\tilde v(\mathbf k_p-\mathbf k_r)$,
$$\langle pq\|rs\rangle=\delta_{\lambda_p+\lambda_q,\;\lambda_r+\lambda_s}\,\big[w(p,r)-w(p,s)\big].\tag{1}$$
The Fock matrix, orbital energies and reference energy are
$$f_{pr}=\varepsilon_p\delta_{pr},\qquad \varepsilon_p=\tfrac12k_p^2+Nv_0-\sum_jw(p,j),\qquad E_{\rm HF}=\tfrac12\sum_i\big(\tfrac12k_i^2+\varepsilon_i\big).\tag{2}$$

$T_1$ and $T_2$ are the single and double parts of $T$; $T_2$ has amplitudes $t_{ij}^{ab}$, antisymmetric in $ij$ and in $ab$. With $\bar H=e^{-T}He^T$, $P(ij)X_{ij}=X_{ij}-X_{ji}$ and $T=T_2$ (CCD), the projection on double excitations is
$$R_{ij}^{ab}=\langle ab\|ij\rangle+P(ab)\sum_eF_{ae}t_{ij}^{eb}-P(ij)\sum_mF_{mi}t_{mj}^{ab}+\tfrac12\sum_{ef}\langle ab\|ef\rangle t_{ij}^{ef}+\tfrac12\sum_{mn}W_{mnij}t_{mn}^{ab}+P(ij)P(ab)\sum_{me}t_{im}^{ae}W_{mbej}=0,\tag{3}$$
$$F_{ae}=f_{ae}-\tfrac12\sum_{mnf}\langle mn\|ef\rangle t_{mn}^{af},\qquad F_{mi}=f_{mi}+\tfrac12\sum_{nef}\langle mn\|ef\rangle t_{in}^{ef},$$
$$W_{mnij}=\langle mn\|ij\rangle+\tfrac12\sum_{ef}\langle mn\|ef\rangle t_{ij}^{ef},\qquad W_{mbej}=\langle mb\|ej\rangle+\tfrac12\sum_{nf}\langle mn\|ef\rangle t_{jn}^{bf}.$$
Its last three terms are the particle ladder, hole ladder and ring term. The correlation energy is $E_{\rm corr}=\tfrac14\sum_{mnef}\langle mn\|ef\rangle t_{mn}^{ef}$. On single excitations,
$$R_i^a\big|_{T_1=0}=f_{ai}+\sum_{me}f_{me}t_{im}^{ae}+\tfrac12\sum_{mef}\langle am\|ef\rangle t_{im}^{ef}-\tfrac12\sum_{mne}\langle mn\|ie\rangle t_{mn}^{ae}.\tag{4}$$

The example has $N=14$, $r_s=2$ bohr, $M=19$. A "dense" CCSD code that knows nothing about momentum, started there from random amplitudes, converged to singles below $10^{-11}$. The "quadrature integrals" were computed on a real-space grid with no momentum delta put in.

## 4. Why $T_1$ vanishes

### Statement

Let $H$ have the integrals (1) and let $|\Phi\rangle$ be a plane-wave determinant with orbitals of definite spin projection. Call an excitation conserving if the labels of its created orbitals add up to the labels of its emptied orbitals. Then for any $T$ made of conserving excitations, the projection of $\bar H|\Phi\rangle$ on every non-conserving determinant is identically zero, and every single excitation is non-conserving. Any solution of the conserving doubles equations, completed by $T_1=0$ and zero non-conserving doubles, solves the full CCSD equations.

### Proof

Let $\hat\Lambda=\sum_p\lambda_pc_p^\dagger c_p=(\hat{\mathbf K},2\hat S_z)$. From $[c_q^\dagger c_q,c_p^\dagger]=\delta_{pq}c_p^\dagger$ and its adjoint, $[\hat\Lambda,c_p^\dagger]=\lambda_pc_p^\dagger$ and $[\hat\Lambda,c_p]=-\lambda_pc_p$. A commutator with a product is a sum over factors, so a string $X$ of operators obeys $[\hat\Lambda,X]=\Delta\lambda_X\,X$, where $\Delta\lambda_X$ is the sum of created labels minus the sum of annihilated labels. Every string in $H$ has $\Delta\lambda=0$ by (1), so $[\hat\Lambda,H]=0$. A conserving $T$ has $[\hat\Lambda,T]=0$, so $\hat\Lambda$ commutes with each power of $T$, with $e^{\pm T}$ and with $\bar H$. The reference is an eigenstate, $\hat\Lambda|\Phi\rangle=\Lambda_0|\Phi\rangle$ with $\Lambda_0=\sum_i\lambda_i$, and an excited determinant $|\Phi_\mu\rangle=\tau_\mu|\Phi\rangle$ has eigenvalue $\Lambda_0+\Delta\lambda_\mu$. Since $\hat\Lambda$ is Hermitian,
$$0=\langle\Phi_\mu|[\hat\Lambda,\bar H]|\Phi\rangle=\Delta\lambda_\mu\,\langle\Phi_\mu|\bar H|\Phi\rangle .$$
If any component of $\Delta\lambda_\mu$ is nonzero, the projection vanishes. A single excitation has $\Delta\lambda=\lambda_a-\lambda_i$. This is zero only if $a$ and $i$ are the same spin-orbital, which cannot be both occupied and virtual. The remaining equations, those with $\Delta\lambda_\mu=0$, are as many as the conserving amplitudes and contain no single amplitude. This completes the proof.

The result can be read term by term in (4). The first two terms vanish because $f$ is diagonal. In the third, the integral requires $\lambda_a+\lambda_m=\lambda_e+\lambda_f$ and the amplitude requires $\lambda_i+\lambda_m=\lambda_e+\lambda_f$, and subtraction gives $\lambda_a=\lambda_i$. In the fourth, $\lambda_m+\lambda_n$ must equal both $\lambda_i+\lambda_e$ and $\lambda_a+\lambda_e$. Brillouin's theorem removes only $f_{ai}$ and $f_{me}$; the last two terms are the ones that generate $T_1$ in a molecule, and here they are removed by the conservation law.

The value of $\Lambda_0$ never entered, so the reference may carry net momentum or spin. The excitation rank of $T$ never entered either, so $T_1=0$ holds equally when triples and higher excitations are included. For an exact eigenstate $|\Psi\rangle$ that is non-degenerate, $[\hat\Lambda,H]=0$ makes it an eigenstate of $\hat\Lambda$; if $\langle\Phi|\Psi\rangle\neq0$ the eigenvalue is $\Lambda_0$, and $\langle\Phi_i^a|\Psi\rangle=0$ because eigenvectors of a Hermitian operator with different eigenvalues are orthogonal. Orbitals for which the single coefficients vanish are Brueckner orbitals, so the plane waves are Hartree–Fock and Brueckner orbitals at once. For $N=2$ there are no excitations beyond doubles, and CCD is then exact within the basis.

### What momentum alone does

If every occupied wave vector holds both spins, a virtual orbital has $\mathbf k_a\neq\mathbf k_i$ for all $i$, and the momentum components of $\hat\Lambda$ suffice. If some wave vector is singly occupied, as in a spin-polarised gas, the excitation $\mathbf k\!\uparrow\to\mathbf k\!\downarrow$ conserves momentum and is excluded only by $S_z$. The claim that momentum conservation removes $T_1$ is therefore true as it stands for a doubly occupied reference, and needs $S_z$ conservation otherwise. The program tests this on a six-electron cell with $r_s=0.5$ bohr, edges in the ratio $1:1:4$ and seven plane waves, treated in the full space of 3003 determinants of all spin projections. A reference with five up electrons and one down electron has 4 single excitations at unchanged $\mathbf k$. All single projections of $H^2|\Phi\rangle$ are zero. When a uniform transverse field $B\hat S_x=\tfrac B2\sum_{\mathbf k}(c_{\mathbf k\uparrow}^\dagger c_{\mathbf k\downarrow}+c_{\mathbf k\downarrow}^\dagger c_{\mathbf k\uparrow})$ with $B=0.1$ Ha is added, which is translation invariant, exactly these four singles acquire the matrix element $B/2=0.0500$ Ha.

In the same cell with the closed-shell reference, the lowest eigenvector of $H$, found by an iterative eigensolver from a random start vector, has $|C_0|=0.97874$ and single coefficients no larger than $5.6\times10^{-16}$. Its correlation energy is $-0.586878$ Ha against $-0.571871$ Ha from CCD. The difference, $0.015007$ Ha, is 2.6% of the exact correlation energy in this basis. It cannot come from singles, and the untruncated cluster expansion is exact, so it comes from the neglect of connected triple and higher excitations.

### Existence, uniqueness, stability

The theorem says that the conserving sector is closed. It does not say that the nonlinear equations have no other solutions. Two further statements can be proved. First, the iteration $t_\mu\leftarrow t_\mu-R_\mu/D_\mu$ with a diagonal denominator, started from zero or from the first-order amplitudes, never leaves the conserving sector, because $R_\mu=0$ outside it; linear extrapolation of iterates (DIIS) preserves this. Second, since all excitation operators commute with $T$, $\partial R_\mu/\partial t_\nu=\langle\Phi_\mu|[\bar H,\tau_\nu]|\Phi\rangle$. At a conserving solution the operator $[\bar H,\tau_\nu]$ carries the label $\Delta\lambda_\nu$, so the Jacobian vanishes unless $\Delta\lambda_\mu=\Delta\lambda_\nu$ and is block diagonal. If no block is singular, the inverse function theorem makes the conserving solution isolated. A symmetry-breaking branch can split off from it only where a block with $\Delta\lambda\neq0$ becomes singular. The random-start calculation of the opening shows that for $N=14$, $r_s=2$ bohr, $M=19$ one small random start returns to the conserving solution: the dense doubles differ from the three-index ones by at most $5.7\times10^{-12}$. That is evidence for this case and no proof for low densities.

## 5. Reduction to three indices

### Storage

For conserving amplitudes $\lambda_b=\lambda_i+\lambda_j-\lambda_a$. In momenta, with $\mathbf q=\mathbf k_a-\mathbf k_i$, this is $\mathbf k_a=\mathbf k_i+\mathbf q$ and $\mathbf k_b=\mathbf k_j-\mathbf q$, so within each spin case the amplitude is a function $t(\mathbf k_i,\mathbf k_j,\mathbf q)$ of three momenta. Define the partner map $b(i,j,a)$ by a table lookup from label to orbital index, and the mask $\mu[i,j,a]=1$ if that orbital is in the basis and virtual, $i\neq j$ and $b\neq a$, and $0$ otherwise. The stored arrays are
$$t[i,j,a]=t_{ij}^{a\,b(i,j,a)},\qquad g[i,j,a]=\langle ij\|ab\rangle=\mu[i,j,a]\,\big[w(i,a)-w(i,b)\big],$$
both zero where $\mu=0$. The map is symmetric in $i,j$, and applying it twice returns $a$. Antisymmetry reads $t[j,i,a]=-t[i,j,a]$ and $t[i,j,b(i,j,a)]=-t[i,j,a]$. A sum over a virtual pair $(e,f)$ at fixed pair label becomes a sum over $e$ alone, so
$$E_{\rm corr}=\tfrac14\sum_{ija}g[i,j,a]\,t[i,j,a].\tag{5}$$
The lookup table encodes a label as one integer in a mixed base. The base must exceed the range of every combination that is looked up, including those outside the basis, otherwise distinct labels collide.

For a doubly occupied reference spin bounds the number of unmasked triples. Of the $o^2$ ordered pairs, $o^2/2$ have opposite spins and admit an $a$ of either spin, up to $v$ values. The $o^2/2-o$ same-spin pairs with $i\neq j$ force $a$ to have that spin, up to $v/2$ values. The count is at most $(\tfrac34-\tfrac1{2o})\,o^2v<\tfrac34o^2v$. The bound is approached only when the cutoff $k_c$ of a spherical basis is far above $k_F$. The partner $\mathbf k_b=\mathbf P-\mathbf k_a$, with $\mathbf P=\mathbf k_i+\mathbf k_j$, lies in the basis only if $\mathbf k_a$ lies in the sphere of radius $k_c$ about $\mathbf P$ as well. Each line parallel to $\mathbf P$ loses a length of at most $|\mathbf P|$, so in a continuum count the lost fraction is at most $\pi k_c^2|\mathbf P|/(\tfrac43\pi k_c^3)=3|\mathbf P|/4k_c$, which falls only as $M^{-1/3}$.

### One-body intermediates

In $F_{ae}$ the integral requires $\lambda_m+\lambda_n=\lambda_e+\lambda_f$ and the amplitude $\lambda_m+\lambda_n=\lambda_a+\lambda_f$, so $e=a$. In $F_{mi}$ the same subtraction gives $m=i$. Thus $F_{ae}=(\varepsilon_a+\chi_a)\delta_{ae}$ and $F_{mi}=(\varepsilon_i+\chi_i)\delta_{mi}$ with
$$\chi_a=-\tfrac12\sum_{mn}g[m,n,a]\,t[m,n,a],\qquad \chi_i=\tfrac12\sum_{ne}g[i,n,e]\,t[i,n,e].$$
Both are partial sums of the one product array that also gives the energy, and comparison with (5) shows $\sum_i\chi_i=-\sum_a\chi_a=2E_{\rm corr}$. The second and third terms of (3) become $(D+\chi_a+\chi_b-\chi_i-\chi_j)\,t[i,j,a]$ with $D=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. A negative correlation energy makes the $\chi_i$ negative and the $\chi_a$ positive in sum, so on average these terms widen the denominators. The cost is $o^2v$.

### Particle ladder

With $f=b(i,j,e)$, equation (1) gives $\tfrac12\sum_e[w(a,e)-w(a,f)]\,t_{ij}^{ef}$. As $e$ runs over the unmasked virtuals so does $f$, and relabelling $e\leftrightarrow f$ in the second term turns it into $-w(a,e)t_{ij}^{fe}=+w(a,e)t_{ij}^{ef}$. The two halves are equal:
$$\tfrac12\sum_{ef}\langle ab\|ef\rangle t_{ij}^{ef}=\sum_ew(a,e)\,t[i,j,e].\tag{6}$$
This is one matrix product of the $o^2\times v$ array $t$ with the $v\times v$ block of $w$, followed by the mask, at $o^2v^2$ multiply-adds. The $v^4$ integral array of the dense code is replaced by a $v\times v$ matrix. The structural fact behind this, at most one nonzero fourth index for each three virtual indices, is asserted on the quadrature integrals.

### Hole ladder

Let $n=n(i,j,m)$ have label $\lambda_i+\lambda_j-\lambda_m$, and keep only $m$ for which $n$ is occupied. The pairs $(m,n)$ and $(i,j)$ share the same total label, so $b(m,n,e)=b(i,j,e)$ and the third index means the same thing in both:
$$W[i,j,m]=w(m,i)-w(m,j)+\tfrac12\sum_eg[m,n,e]\,t[i,j,e],\qquad \tfrac12\sum_{mn}W_{mnij}t_{mn}^{ab}=\tfrac12\sum_mW[i,j,m]\,t[m,n,a].\tag{7}$$
Each contraction has three free indices and one summed index, at most $o^3v$ operations. The program gathers $g[m,n(i,j,m),e]$ into an array of size $o^3v$, which is simple but exceeds the size of the amplitudes. To keep memory at $o^2v$, group the ordered pairs by total label $\Lambda$. With $T_\Lambda$ and $G_\Lambda$ the matrices of rows $t[i,j,:]$ and $g[i,j,:]$ for the $n_\Lambda$ pairs of the group, (7) is $W_\Lambda=W^0_\Lambda+\tfrac12T_\Lambda G_\Lambda^{\rm T}$ followed by $\tfrac12W_\Lambda T_\Lambda$. As $i$ fixes $j$ within a group, $n_\Lambda\le o$, and $\sum_\Lambda n_\Lambda=o^2$ gives $\sum_\Lambda n_\Lambda^2v\le o^3v$.

### Ring term

Here the conserved quantity is the transfer $Q=\lambda_a-\lambda_i$. Write $m-Q$ for the orbital with label $\lambda_m-Q$. In $t_{im}^{ae}$ conservation gives $e=m-Q$, and the external partner is $b=j-Q$. In $W_{mbej}$ the integral $\langle mn\|ef\rangle$ requires $\lambda_f=\lambda_m+\lambda_n-\lambda_e$, so $f=n+Q$. Define $o\times o$ matrices
$$t_Q[i,m]=t_{im}^{\,i+Q,\;m-Q}=t[i,m,i+Q],\qquad g_Q[n,m]=g[n,m,n+Q],$$
zero unless both virtual orbitals exist. Exchanging both index pairs leaves a doubly antisymmetric quantity unchanged, so $\langle mn\|ef\rangle=\langle nm\|fe\rangle=g_Q[n,m]$ and $t_{jn}^{bf}=t_{nj}^{fb}=t_Q[n,j]$. From (1), $\langle mb\|ej\rangle=w(m,e)-w(m,j)$. Therefore
$$W_Q[m,j]=w(m,m-Q)-w(m,j)+\tfrac12\big(g_Q^{\rm T}t_Q\big)[m,j],\qquad X_Q=t_QW_Q,\tag{8}$$
where the two $w$ terms are kept only if $m-Q$ and $j-Q$ are both virtual. The result is scattered back as $X[i,j,a]=X_{\lambda_a-\lambda_i}[i,j]$. The antisymmetriser is done in two moves: $Y[i,j,a]=X[i,j,a]-X[j,i,a]$, whose two terms have the same partner $b$, and then $Y[i,j,a]-Y[i,j,b(i,j,a)]$.

The spin component of $Q$ takes the values $0$ and $\pm2$. The spin-flip blocks must be kept: the array $t[i,j,a]$ holds elements such as $t_{i\uparrow j\downarrow}^{a\downarrow b\uparrow}$, and although $w(m,m-Q)=0$ in those blocks the exchange part $-w(m,j)$ is present.

Row $i$ of $t_Q$ is nonzero only if $i+Q$ is virtual, and the pairs $(Q,i)$ with this property are in one-to-one correspondence with the $ov$ pairs $(a,i)$. With empty rows removed, each of the two products in (8) costs at most $ov\cdot o^2=o^3v$. If the matrices are padded to $o\times o$ for batched multiplication, as in the program, each product costs $N_Qo^3$, where $N_Q$ is the number of distinct transfers. For a doubly occupied reference $N_Q$ is three times the number of distinct momentum transfers, and these lie within a sphere of radius $k_c+k_F$, so $N_Q$ grows in proportion to $v$ for $k_c\gg k_F$ and is several times $v$ for small bases.

### The residual and its update

$$R[i,j,a]=\mu\Big\{g+(D+\chi_a+\chi_b-\chi_i-\chi_j)\,t+\sum_ew(a,e)t[i,j,e]+\tfrac12\sum_mW[i,j,m]\,t[m,n,a]+Y[i,j,a]-Y[i,j,b]\Big\}.\tag{9}$$
The first iterate is $t=-g/D$, for which (5) is the MP2 energy, and the update is $t\leftarrow t-R/D$. At masked positions $D$ must be set to any nonzero number to avoid $0/0$. Since $w$ is real, all iterates are real. The update requires $D\neq0$ on the mask, which holds when every virtual $\varepsilon_a$ lies above every occupied $\varepsilon_i$.

Equation (9) was tested against its definition. In the six-electron determinant space the vector $e^{-T}He^T|\Phi\rangle$ was built by explicit operator action for random conserving amplitudes that do not solve the equations. Its double projections, of largest size $11.8615$ Ha, agree with (9) to $2.7\times10^{-15}$ Ha, the comparison including the non-conserving positions where (9) assigns zero. Its single projections vanish, and its reference component equals $E_{\rm HF}$ plus (5).

### Independence of $v_0$

A constant in $H$ passes through $e^{-T}\cdots e^T$ unchanged and has no projection on excited determinants, so $R$ cannot depend on $v_0$. In (9) this is a cancellation among four terms. By (2) a virtual $\varepsilon_a$ contains $Nv_0$ and an occupied $\varepsilon_i$ contains $(N-1)v_0$, because the sum over $j$ includes $j=i$; so $D$ gains $2v_0$. The particle ladder gains $v_0t$ from $e=a$. In the hole ladder $W$ gains $v_0(\delta_{mi}-\delta_{mj})$, which gives $\tfrac12v_0(t[i,j,a]-t[j,i,a])=v_0t$. In the ring term $W_Q$ gains $-v_0\delta_{mj}$, so $X$ gains $-v_0t$, and the antisymmetriser multiplies this by four. The array $g$ and the term $w(m,m-Q)$ connect an occupied with a virtual orbital and do not contain $v_0$. The sum is $(2+1+1-4)\,v_0t=0$. A wrong factor on the linear part of either ladder or on the exchange part of the ring term spoils the cancellation. MP2 keeps only $D$ and so depends on the convention: for the example below, $v_0=0.3$ Ha leaves the CCD energy at $-0.22044560$ Ha and moves MP2 from $-0.381914$ Ha to $-0.195980$ Ha.

This part has shown that conservation of momentum and $S_z$ makes $T_1=0$ consistent with the full CCSD equations, and it has reduced the doubles equations exactly to the three-index form (9). What remains is the operation count, a worked example with 14 electrons, and the cases where the result changes or fails.
